# Can Carbon Tunnel? Mass, Barrier Width and Bond Shifting in Cyclobutadiene: test program

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Result under test: the tunnelling exponent of a barrier V0*f(x/a),
    theta = (1/hbar) * integral sqrt(2 m (V-E)) dx,
scales as a*sqrt(m*V0) at fixed E/V0, so a narrow barrier lets carbon tunnel.
Part 1: transmission through V0*sech(x/a)**2 by direct integration.
Part 2: bond shifting of singlet cyclobutadiene, CASSCF(4,4)/6-31G.
  s = mean side, d = half the difference of the sides (sides s+d and s-d),
  d0 = value of d at the minimum, M = mass of one CH unit, 2M = mass for d.
Units inside: angstrom, atomic mass unit u, wavenumber cm^-1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, mcscf, fci

CM = const.h * const.c * 100.0                     # joule per cm^-1
KIN = const.hbar**2 / (2 * const.atomic_mass * 1e-20) / CM   # hbar^2/(2 u A^2)
HARTREE = const.physical_constants["hartree-inverse meter relationship"][0] / 100


# ---------- Part 1: one barrier shape, several masses, widths, heights ----------
def transmission(mass, a, height, energy, reach=3.0):
    """Integrate from the transmitted wave back to the incident side."""
    c = KIN / mass
    k = np.sqrt(energy / c)

    def rhs(x, y):
        return [y[1], (height / np.cosh(x / a)**2 - energy) / c * y[0]]

    start = np.exp(1j * k * reach)
    sol = solve_ivp(rhs, (reach, -reach), [start, 1j * k * start],
                    method="DOP853", rtol=1e-9, atol=1e-10)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    return 1.0 / abs(0.5 * (psi + dpsi / (1j * k)))**2


def theta_sech(mass, a, height, energy):
    return np.pi * a * np.sqrt(mass / KIN) * (np.sqrt(height) - np.sqrt(energy))


height, width, energy = 3000.0, 0.25, 750.0
narrow = width / np.sqrt(12.0)
cases = {"light": (1.0, width, height, energy),
         "heavy": (12.0, width, height, energy),
         "heavy narrow": (12.0, narrow, height, energy),
         "light high": (1.0, width / 2, 4 * height, 4 * energy)}
trans = {name: transmission(*case) for name, case in cases.items()}
theta = {name: theta_sech(*case) for name, case in cases.items()}
turn = np.arccosh(np.sqrt(height / energy))        # turning point divided by a
for name, (m, a, v, e) in cases.items():
    integral = quad(lambda x: np.sqrt(max(v / np.cosh(x / a)**2 - e, 0.0) * m / KIN),
                    -turn * a, turn * a)[0]
    assert abs(integral / theta[name] - 1) < 1e-5
assert abs(trans["heavy narrow"] / trans["light"] - 1) < 1e-4
assert abs(trans["light high"] / trans["light"] - 1) < 1e-4
# the semiclassical exponent leaves out a prefactor that tends to 1 for large theta
assert abs(np.log(trans["light"]) + 2 * theta["light"]) < 0.3
assert abs(np.log(trans["heavy"]) + 2 * theta["heavy"]) < 0.1


# ---------- Part 2: electronic energy of cyclobutadiene ----------
SIGNS = np.array([[1, 1], [-1, 1], [-1, -1], [1, -1]])
R_CH = 1.08


def positions(s, d):
    carbon = SIGNS * np.array([s + d, s - d]) / 2
    hydrogen = carbon + SIGNS * R_CH / np.sqrt(2)
    return carbon, hydrogen


def molecule(s, d):
    carbon, hydrogen = positions(s, d)
    atoms = [("C", (x, y, 0.0)) for x, y in carbon]
    atoms += [("H", (x, y, 0.0)) for x, y in hydrogen]
    return gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)


def starting_orbitals(s, d):
    """RHF orbitals, with the lowest pi orbital of each symmetry made active."""
    mol = molecule(s, d)
    mf = scf.RHF(mol)
    mf.kernel()
    assert mf.converged
    labels = mol.ao_labels()
    inner = [i for i, lab in enumerate(labels) if "2pz" in lab]
    outer = [i for i, lab in enumerate(labels) if "3pz" in lab]
    patterns = [[1, 1, 1, 1], [1, -1, -1, 1], [1, 1, -1, -1], [1, -1, 1, -1]]
    active = []
    for p in np.array(patterns):
        weight = np.hypot(p @ mf.mo_coeff[inner], p @ mf.mo_coeff[outer])
        active.append(int(np.where(weight > 0.05)[0][0]))
    active = sorted(active)
    n_occ = mol.nelectron // 2
    assert len(set(active)) == 4 and sum(i < n_occ for i in active) == 2
    rest = [i for i in range(mf.mo_coeff.shape[1]) if i not in active]
    order = rest[:n_occ - 2] + active + rest[n_occ - 2:]
    return mf.mo_coeff[:, order]


orbitals = starting_orbitals(1.46, 0.10)
spin_squares = []


def cas_energy(s, d):
    """Singlet CASSCF(4,4) energy in hartree, started from the last orbitals."""
    global orbitals
    mol = molecule(s, d)
    overlap = mol.intor("int1e_ovlp")
    w, u = np.linalg.eigh(orbitals.T @ overlap @ orbitals)
    guess = orbitals @ (u / np.sqrt(w)) @ u.T
    mf = scf.RHF(mol)
    mf._eri = mol.intor("int2e", aosym="s8")
    mf.mo_coeff = guess
    mc = mcscf.CASSCF(mf, 4, 4)
    mc.fcisolver = fci.direct_spin0.FCI(mol)
    total = mc.kernel(guess)[0]
    assert mc.converged
    spin_squares.append(fci.spin_op.spin_square0(np.asarray(mc.ci), 4, (2, 2))[0])
    orbitals = mc.mo_coeff
    return float(total)


s_grid = np.array([1.43, 1.46, 1.49])
fit_s = np.polyfit(s_grid - 1.46, [cas_energy(s, 0.10) for s in s_grid], 2)
s_mean = 1.46 - fit_s[1] / (2 * fit_s[0])

D_MAX = 0.20
d_nodes = D_MAX * np.cos(np.arange(7) * np.pi / 12)
d_nodes[-1] = 0.0
e_nodes = np.array([cas_energy(s_mean, d) for d in d_nodes])
e_ref = e_nodes.min()
curve = np.polynomial.Polynomial.fit(d_nodes**2, (e_nodes - e_ref) * HARTREE, 6)
d0 = minimize_scalar(lambda d: curve(d * d), bounds=(0.04, 0.17), method="bounded",
                     options={"xatol": 1e-9}).x
bottom = curve(d0 * d0)


def potential(d):
    return curve(d * d) - bottom


barrier = potential(0.0)
# relaxation of the mean side at the square, where the path is on its top
step = 0.02
e_minus, e_plus = cas_energy(s_mean - step, 0.0), cas_energy(s_mean + step, 0.0)
e_mid = e_nodes[-1]
second = (e_plus + e_minus - 2 * e_mid) / step**2
first = (e_plus - e_minus) / (2 * step)
s_square = s_mean - first / second
lowering = first**2 / (2 * second) * HARTREE
assert second > 0 and lowering < 0.10 * barrier
# a point that was not used for the curve
d_test = 0.075
fit_error = (cas_energy(s_mean, d_test) - e_ref) * HARTREE - curve(d_test**2)
assert abs(fit_error) < 0.02 * barrier
assert max(abs(x) for x in spin_squares) < 1e-3


# ---------- Part 3: nuclear motion along d ----------
m_h = (const.m_p + const.m_e) / const.atomic_mass
m_d = (const.physical_constants["deuteron mass"][0] + const.m_e) / const.atomic_mass
m_ch = 12.0 + m_h
mass_d = 2 * m_ch
c_a, h_a = positions(s_mean, d0)
c_b, h_b = positions(s_mean, -d0)
path_squared = 12.0 * np.sum((c_a - c_b)**2) + m_h * np.sum((h_a - h_b)**2)
assert abs(path_squared / (mass_d * (2 * d0)**2) - 1) < 1e-10
move_ch = np.linalg.norm(c_a[0] - c_b[0])


def levels(mass, stretch=1.0, n=121):
    """Eigenstates on a uniform grid with the sinc-function kinetic matrix."""
    x = np.linspace(-D_MAX, D_MAX, n) * stretch
    dx = x[1] - x[0]
    diff = np.arange(n)[:, None] - np.arange(n)[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
    ham = KIN / mass / dx**2 * kinetic + np.diag(potential(x / stretch))
    values, vectors = np.linalg.eigh(ham)
    return x, values, vectors


def ground_theta(mass, level):
    edge = brentq(lambda d: potential(d) - level, 0.0, d0)
    value = quad(lambda d: np.sqrt(max(potential(d) - level, 0.0) * mass / KIN),
                 -edge, edge, limit=200)[0]
    return value, edge


x, ev, vec = levels(mass_d)
split = ev[1] - ev[0]
ground = 0.5 * (ev[0] + ev[1])
assert ev[1] < barrier
assert max(vec[0, 0]**2, vec[-1, 0]**2) < 1e-5
theta_cb, edge_cb = ground_theta(mass_d, ground)

# one hydrogen atom on the equivalent, longer path
stretch_h = np.sqrt(mass_d / m_h)
ev_h = levels(m_h, stretch_h, n=161)[1]
assert abs((ev_h[1] - ev_h[0]) / split - 1) < 1e-3

# crossing of a Gaussian packet that starts in the left well
hh = 1e-3
force = (potential(d0 + hh) - 2 * potential(d0) + potential(d0 - hh)) / hh**2
quantum = np.sqrt(2 * KIN / mass_d * force)        # harmonic quantum of one well
packet = np.exp(-quantum * mass_d / (4 * KIN) * (x + d0)**2)
packet /= np.linalg.norm(packet)
later = vec @ (np.exp(-1j * np.pi * ev / split) * (vec.T @ packet))
right_start = np.sum(packet[x > 0]**2)
right_later = np.sum(np.abs(later[x > 0])**2)
assert right_start < 0.05 and right_later > 0.8
cross_time = const.h / (2 * split * CM)

# passage above the barrier at a low temperature
temperature = 100.0
kt = const.k * temperature / CM
rate_over = const.k * temperature / const.h * np.exp(-(barrier - ground) / kt)
one_side = 0.5 * np.sum(np.exp(-(ev - ground) / kt))
flux = quad(lambda z: np.exp(-(barrier + z - ground) / kt) * 1e10, 0, 40 * kt)[0] / 1e10
assert abs(flux * CM / const.h / one_side / rate_over - 1) < 0.02

# isotopes and a doubled path
split_iso, theta_iso = {}, {}
for name, unit_mass in (("13C", 13.0 + m_h), ("D", 12.0 + m_d)):
    e_iso = levels(2 * unit_mass)[1]
    split_iso[name] = e_iso[1] - e_iso[0]
    theta_iso[name] = ground_theta(2 * unit_mass, 0.5 * (e_iso[0] + e_iso[1]))[0]
    share = (theta_iso[name] - theta_cb) / np.log(split / split_iso[name])
    assert 0.6 < share < 1.1
assert abs(split_iso["13C"] / split_iso["D"] - 1) < 0.05
ev_wide = levels(mass_d, 2.0, n=161)[1]
split_wide = ev_wide[1] - ev_wide[0]
assert split_wide < split / 20


# ---------- Output ----------
print("MODEL BARRIER V0 sech^2(x/a)")
print(f"height V0 = {height:.0f} cm^-1, energy E = {energy:.0f} cm^-1")
print(f"length a = {width:.3f} A, reduced length a/sqrt(12) = {narrow:.4f} A")
print(f"distance between turning points, a: {2 * turn * width:.3f} A")
print(f"distance between turning points, reduced: {2 * turn * narrow:.3f} A")
for name, label in (("light", "1 u, a"), ("heavy", "12 u, a"),
                    ("heavy narrow", "12 u, a/sqrt(12)"),
                    ("light high", "1 u, a/2, 4 V0, 4 E")):
    print(f"{label}: theta = {theta[name]:.3f}, exp(-2 theta) = "
          f"{np.exp(-2 * theta[name]):.3e}, transmission = {trans[name]:.3e}")
print("CYCLOBUTADIENE, CASSCF(4,4)/6-31G")
print(f"mean side s = {s_mean:.4f} A, half-difference d0 = {d0:.4f} A")
print(f"long side = {s_mean + d0:.3f} A, short side = {s_mean - d0:.3f} A")
print(f"barrier = {barrier:.0f} cm^-1 = {barrier * CM * const.N_A / 1000:.1f} kJ/mol")
print(f"relaxed mean side of the square = {s_square:.4f} A")
print(f"lowering of the barrier by that relaxation = {lowering:.1f} cm^-1")
print(f"error of the curve at an unused point = {fit_error:.2f} cm^-1")
print(f"mass of H = {m_h:.4f} u, of CH = {m_ch:.4f} u, for d = {mass_d:.4f} u")
print(f"displacement of each CH unit = {move_ch:.3f} A")
print(f"mass-weighted path length = {np.sqrt(path_squared):.3f} A u^(1/2)")
print(f"equivalent path of one H atom = {2 * d0 * stretch_h:.3f} A")
print(f"harmonic quantum of one well = {quantum:.0f} cm^-1")
print(f"lowest levels = {ev[0]:.2f} and {ev[1]:.2f} cm^-1, mean = {ground:.2f} cm^-1")
print(f"inner turning points at d = +/- {edge_cb:.4f} A")
print(f"theta at the mean ground level = {theta_cb:.3f}")
print(f"splitting = {split:.3f} cm^-1")
print(f"crossing time h/(2 splitting) = {cross_time * 1e12:.2f} ps")
print(f"packet on the right: start {right_start:.4f}, after crossing {right_later:.3f}")
print(f"temperature = {temperature:.0f} K, kB T = {kt:.2f} cm^-1")
print(f"rate above the barrier = {rate_over:.2e} s^-1")
print(f"mean waiting time above the barrier = {1 / rate_over:.2e} s")
for name, label in (("13C", "all carbon as 13 u"), ("D", "all H as D")):
    print(f"{label}: splitting = {split_iso[name]:.3f} cm^-1, ratio = "
          f"{split_iso[name] / split:.3f}, theta = {theta_iso[name]:.3f}")
print(f"path doubled at equal height: splitting = {split_wide:.2e} cm^-1")
print(f"reduction by doubling the path = {split / split_wide:.0f} times")
print("finished without a failed check")
```

Running it gives:

```
MODEL BARRIER V0 sech^2(x/a)
height V0 = 3000 cm^-1, energy E = 750 cm^-1
length a = 0.250 A, reduced length a/sqrt(12) = 0.0722 A
distance between turning points, a: 0.658 A
distance between turning points, reduced: 0.190 A
1 u, a: theta = 5.239, exp(-2 theta) = 2.817e-05, transmission = 3.569e-05
12 u, a: theta = 18.147, exp(-2 theta) = 1.728e-16, transmission = 1.849e-16
12 u, a/sqrt(12): theta = 5.239, exp(-2 theta) = 2.817e-05, transmission = 3.569e-05
1 u, a/2, 4 V0, 4 E: theta = 5.239, exp(-2 theta) = 2.817e-05, transmission = 3.569e-05
CYCLOBUTADIENE, CASSCF(4,4)/6-31G
mean side s = 1.4619 A, half-difference d0 = 0.0937 A
long side = 1.556 A, short side = 1.368 A
barrier = 1748 cm^-1 = 20.9 kJ/mol
relaxed mean side of the square = 1.4523 A
lowering of the barrier by that relaxation = 59.8 cm^-1
error of the curve at an unused point = 18.29 cm^-1
mass of H = 1.0078 u, of CH = 13.0078 u, for d = 26.0157 u
displacement of each CH unit = 0.133 A
mass-weighted path length = 0.956 A u^(1/2)
equivalent path of one H atom = 0.952 A
harmonic quantum of one well = 1126 cm^-1
lowest levels = 537.50 and 546.81 cm^-1, mean = 542.15 cm^-1
inner turning points at d = +/- 0.0580 A
theta at the mean ground level = 3.733
splitting = 9.314 cm^-1
crossing time h/(2 splitting) = 1.79 ps
packet on the right: start 0.0000, after crossing 0.998
temperature = 100 K, kB T = 69.50 cm^-1
rate above the barrier = 6.13e+04 s^-1
mean waiting time above the barrier = 1.63e-05 s
all carbon as 13 u: splitting = 7.267 cm^-1, ratio = 0.780, theta = 3.945
all H as D: splitting = 7.256 cm^-1, ratio = 0.779, theta = 3.946
path doubled at equal height: splitting = 1.42e-02 cm^-1
reduction by doubling the path = 656 times
finished without a failed check
```
